# Why the derivative of O^(-1/2) needs care in Hubbard forces

## What symmetry and scaling fix

Let $O$ be the overlap matrix of a set of real, linearly independent atomic orbitals. It is symmetric and positive definite, and it changes when an atom moves. Let $X=O^{-1/2}$ be the positive root of $O^{-1}$. We want the first-order change $dX$ caused by a change $dO$.

Work in the orthonormal eigenvectors of $O$ at one geometry, with eigenvalues $\lambda_i$, taken distinct for this argument. Suppose that $dO$ has one non-zero pair of off-diagonal elements, $dO_{ij}=dO_{ji}=\epsilon$. The other eigenvectors are unaffected, so $X$ changes only in the $2\times2$ block of $i$ and $j$. Reversing the sign of basis vector $i$ turns $\epsilon$ into $-\epsilon$. It leaves the diagonal elements of $X$ unchanged and reverses $X_{ij}$. To first order, therefore, only $X_{ij}$ and $X_{ji}$ change. A diagonal $dO$ keeps $O$ diagonal and changes each $\lambda_i^{-1/2}$ separately. Since a first derivative is linear in $dO$, these cases add up to

$$dX_{ij}=-k(\lambda_i,\lambda_j)\,dO_{ij},\qquad k(\lambda,\lambda)=\tfrac12\lambda^{-3/2}.$$

Two further properties follow.

- **Scaling.** Multiplying every orbital by $\sqrt c$ turns $O$ into $cO$ and $X$ into $c^{-1/2}X$. Hence $k(c\lambda_i,c\lambda_j)=c^{-3/2}k(\lambda_i,\lambda_j)$.
- **Symmetry.** $X$ is symmetric at every geometry, so $dX$ is too, and $k(\lambda_i,\lambda_j)=k(\lambda_j,\lambda_i)$.

The rule copied from ordinary calculus,

$$D=-\tfrac12\,O^{-3/2}\,dO,$$

corresponds to $k=\tfrac12\lambda_i^{-3/2}$. It scales correctly and is right for $i=j$, but it is not symmetric in $i$ and $j$. Power counting cannot reveal the fault; symmetry does.

## A three-orbital counter-example

### The model and its force

Atoms $A$, $B$, $C$ lie on a line at $R=0$, $1.4$ and $3.0$ Å. Each carries a normalized Gaussian orbital $\phi_a(x)\propto e^{-(x-R_a)^2/2\sigma^2}$ with $\sigma=0.7$ Å, and an attractive Gaussian well of width $0.6$ Å. The well depths are 18, 20 and 20 eV. These are round model parameters and represent no particular material.

Two electrons of opposite spin share one real, normalized function $\psi$, which is represented on a fixed grid. A Hubbard term acts on atom $A$, through the Löwdin-orthogonalized orbital

$$\tilde\phi_A=\sum_a\phi_a X_{aA},\qquad n=\langle\tilde\phi_A|\psi\rangle^2 .$$

Each spin contributes $\tfrac U2(n-n^2)$, so with $U=5$ eV the energy is

$$E=2\langle\psi|h|\psi\rangle+U\,n(1-n),\qquad h=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+V(x).$$

Hartree and nuclear repulsion terms are omitted. They do not contain $O$, and the question concerns the term that does.

To obtain the force, first vary $\psi$ at fixed positions:

$$\delta E=4\langle\delta\psi|\Big[h+\tfrac U2(1-2n)|\tilde\phi_A\rangle\langle\tilde\phi_A|\Big]|\psi\rangle .$$

At self-consistency $\psi$ is an eigenfunction of the bracket, with eigenvalue $\varepsilon$, so $\delta E=4\varepsilon\langle\delta\psi|\psi\rangle$. This vanishes because the norm of $\psi$ is fixed. The response of $\psi$ to a displacement therefore drops out, and the force on atom $I$ is

$$F_I=-2\langle\psi|\partial_I V|\psi\rangle-U(1-2n)\,\partial_I n,$$

$$\partial_I n=2\langle\tilde\phi_A|\psi\rangle\sum_a\Big[\langle\partial_I\phi_a|\psi\rangle X_{aA}+\langle\phi_a|\psi\rangle\,\partial_I X_{aA}\Big].$$

The last term is where the derivative of $O^{-1/2}$ enters.

### The matrices do not commute

For two Gaussians a distance $d$ apart, with midpoint $x_0$, the squared distances in the exponent add up to $2(x-x_0)^2+d^2/2$. The overlap is therefore $e^{-d^2/4\sigma^2}$, which gives

$$O_{AB}=0.3679,\quad O_{BC}=0.2709,\quad O_{AC}=0.0101 .$$

Now move $B$ to the right. Its distance from $A$ grows and its distance from $C$ shrinks. Differentiating the exponential gives

$$\partial_BO_{AB}=-\frac{1.4}{2(0.7)^2}(0.3679)=-0.5255\ \text{Å}^{-1},$$

$$\partial_BO_{BC}=+\frac{1.6}{2(0.7)^2}(0.2709)=+0.4422\ \text{Å}^{-1},$$

while $\partial_BO_{AC}=0$. The diagonal elements of $O$ stay equal to 1. The $AC$ element of the commutator is

$$[O,\partial_BO]_{AC}=O_{AB}\,\partial_BO_{BC}-\partial_BO_{AB}\,O_{BC}$$
$$=(0.3679)(0.4422)+(0.5255)(0.2709)=0.305\ \text{Å}^{-1}.$$

The two contributions add because one overlap falls while the other rises.

The $A$ column of the derivative is needed for the force. The exact values below follow from the formula proved in the next part; a finite difference of $O^{-1/2}$ confirms them.

| $a$ | $\partial_BX_{aA}$, exact (Å⁻¹) | $D_{aA}$ (Å⁻¹) |
|---|---:|---:|
| $A$ | −0.1795 | −0.2015 |
| $B$ | 0.3297 | 0.4009 |
| $C$ | 0.0038 | −0.1472 |

The shortcut can be rejected without knowing the exact column. Its transposed element is $D_{AC}=+0.1696$ Å⁻¹, whereas $D_{CA}=-0.1472$ Å⁻¹. No derivative of a symmetric matrix can have these two values.

### The force error

The self-consistent occupation is $n=0.1328$ per spin. With the sign of $\psi$ chosen positive, the amplitudes $p_a=\langle\phi_a|\psi\rangle$ are

$$p_A=0.5081,\quad p_B=0.9231,\quad p_C=0.5514 .$$

The $A$ column of $X$ is $(1.0593,-0.2112,0.0383)$, so

$$\langle\tilde\phi_A|\psi\rangle=0.5382-0.1950+0.0211=0.3644=\sqrt n,$$

as it must be. (Sums here and below are formed before rounding, so a last digit can differ by one.) The factor that multiplies $\sum_ap_a\,\partial_BX_{aA}$ in the force is

$$-2U(1-2n)\sqrt n=-2(5)(0.7345)(0.3644)=-2.676\ \text{eV}.$$

With the exact derivative the sum is

$$-0.0912+0.3044+0.0021=0.2153\ \text{Å}^{-1},$$

and with the shortcut it is

$$-0.1024+0.3701-0.0812=0.1865\ \text{Å}^{-1}.$$

The corresponding force contributions are $-0.576$ and $-0.499$ eV/Å. Everything else in the force on $B$ is common to both calculations: $0.796$ eV/Å from the wells and $0.019$ eV/Å from the moving orbital $\phi_B$. Hence

$$F_B^{\rm exact}=0.240\ \text{eV/Å},\qquad F_B^{\rm shortcut}=0.317\ \text{eV/Å}.$$

The error, shortcut minus exact, is $0.077$ eV/Å, or 123 pN. The shortcut makes the Hubbard force on $B$, which is $-0.557$ eV/Å with the exact derivative, about 14% too small in magnitude. Relative to the total force on $B$, in which large terms partly cancel, the error is 32%.

To decide which force is right, move $B$, solve for $\psi$ again, and take minus the slope of the converged energy. This gives $0.240$ eV/Å, so the shortcut's result is not minus the derivative of the model's energy.

Writing the factors in the other order does not cure the fault. The transpose $-\tfrac12\,dO\,O^{-3/2}$ gives an error of $-0.142$ eV/Å on $B$. The average of the two orders is symmetric, yet still gives $-0.033$ eV/Å.

## The correct statement and its proof

**Statement.** Let $O$ be real, symmetric, positive definite and differentiable in a coordinate. Write its eigenvalues at the geometry considered as $a_i^2$, with $a_i>0$. In the eigenbasis at that geometry,

$$\boxed{dX_{ij}=-\frac{dO_{ij}}{a_ia_j(a_i+a_j)}}\qquad(1)$$

and $dX=-\tfrac12O^{-3/2}dO$ if and only if $[O,dO]=0$ at that geometry. The same condition is necessary and sufficient for the transposed and the symmetrized shortcuts.

**Proof of (1).** Differentiating $OO^{-1}=1$ gives $dO\,O^{-1}+O\,d(O^{-1})=0$, hence

$$d(O^{-1})=-O^{-1}\,dO\,O^{-1}.$$

Differentiating $X^2=O^{-1}$ with the order of the factors kept gives

$$X\,dX+dX\,X=-O^{-1}\,dO\,O^{-1}.\qquad(2)$$

In the eigenbasis $X$ has diagonal elements $1/a_i$. Here $dO_{ij}$ and $dX_{ij}$ are the elements of the changes in this fixed basis; the basis itself is not differentiated. The $ij$ element of (2) is

$$\left(\frac1{a_i}+\frac1{a_j}\right)dX_{ij}=-\frac{dO_{ij}}{a_i^2a_j^2}.$$

The bracket equals $(a_i+a_j)/(a_ia_j)$, and dividing by it gives (1). The bracket is positive, so the linear map $Z\mapsto XZ+ZX$ is invertible. By the implicit function theorem this also ensures that $X$ is differentiable, as the steps above assumed.

Formula (1) has the symmetry and the scaling required at the start, since its denominator is of third degree in the $a_i$. It contains no difference of eigenvalues, so degeneracy causes no difficulty. It does require $a_i>0$, and the derivative can become large when the orbitals approach linear dependence.

**Proof of the commutation condition.** The shortcut has elements $D_{ij}=-\tfrac12a_i^{-3}dO_{ij}$. Where $dO_{ij}\neq0$, division by (1) gives

$$\frac{D_{ij}}{dX_{ij}}=\frac{a_j(a_i+a_j)}{2a_i^2}=\frac{r(1+r)}2,\qquad r=\frac{a_j}{a_i}.$$

This equals 1 when $r^2+r-2=(r-1)(r+2)=0$. Since $r>0$, that means $a_i=a_j$. So $D=dX$ holds precisely when $dO_{ij}=0$ for every pair with $a_i\ne a_j$. Because

$$[O,dO]_{ij}=(a_i^2-a_j^2)\,dO_{ij},$$

this is the same as $[O,dO]=0$.

Since $dX$ is symmetric, $D^T=dX$ is equivalent to $D=dX$, which settles the transposed form. For $D_s=\tfrac12(D+D^T)$ the ratio is

$$\frac{(D_s)_{ij}}{dX_{ij}}=\frac14\left(\frac1{a_i^3}+\frac1{a_j^3}\right)a_ia_j(a_i+a_j)=\frac{(a_i^3+a_j^3)(a_i+a_j)}{4a_i^2a_j^2}.$$

The inequality $u+v\ge2\sqrt{uv}$ gives $a_i^3+a_j^3\ge2(a_ia_j)^{3/2}$ and $a_i+a_j\ge2(a_ia_j)^{1/2}$. The ratio is therefore at least 1, with equality only for $a_i=a_j$. This completes the proof.

Symmetrizing thus exaggerates each non-zero element between different eigenvalues. It does not follow that the force is exaggerated, because the force combines elements with weights of either sign.

## Size of the error at small overlap

Write $O=1+s$, with $s$ small. The binomial series gives

$$X=1-\tfrac12s+\tfrac38s^2-\tfrac5{16}s^3+\cdots .$$

Differentiating each product in order,

$$dX=-\tfrac12ds+\tfrac38(s\,ds+ds\,s)-\tfrac5{16}(s^2ds+s\,ds\,s+ds\,s^2)+\cdots .$$

The series $(1+s)^{-3/2}=1-\tfrac32s+\tfrac{15}8s^2-\cdots$ turns the shortcut into

$$D=-\tfrac12ds+\tfrac34s\,ds-\tfrac{15}{16}s^2ds+\cdots .$$

Subtracting, the terms linear in $s$ leave

$$D-dX=\tfrac38[s,ds]+\cdots .$$

This leading term is antisymmetric, so it cancels in $D_s$. At the next order, $D_s$ contains $-\tfrac{15}{32}(s^2ds+ds\,s^2)$, and therefore

$$D_s-dX=-\tfrac5{32}(s^2ds-2s\,ds\,s+ds\,s^2)+\cdots=-\tfrac5{32}[s,[s,ds]]+\cdots .$$

In the worked example the leading term predicts an error of $0.173$ eV/Å on $B$, more than twice the actual $0.077$. The contributions of the three rows show why. Multiplying each row's matrix error by $p_a$ and by $-2.676$ eV gives

$$\underbrace{+0.030}_{A}\;\underbrace{-0.176}_{B}\;\underbrace{+0.223}_{C}=0.077\ \text{eV/Å}.$$

The leading term puts almost all of the error in row $C$, since $[O,\partial_BO]_{AB}$ is only $0.004$ Å⁻¹. The large contribution of row $B$ is of higher order in the overlap, and here it cancels much of that of row $C$. In this example the leading term gives the right sign and order of magnitude, but not a usable correction. With such cancellation, even the sign is not guaranteed for other amplitudes.

When all distances are stretched by factors of 1.2 and 1.4, $O_{AB}$ falls from 0.37 to 0.24 and 0.14. The force error on $B$ falls from 0.077 to 0.045 and 0.018 eV/Å. The occupation and the amplitudes change as well, so these numbers do not isolate the dependence on overlap.

## Checks that miss the fault, and checks that find it

**A dimer with one orbital per atom.** For two normalized orbitals,

$$O=\begin{pmatrix}1&s\\s&1\end{pmatrix},\qquad dO=ds\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Both are combinations of the unit matrix and one fixed matrix, so they commute even if the atoms differ. With atom $C$ removed from the model, the shortcut reproduces the force obtained as minus the energy slope, $-15.286$ eV/Å on $B$. The term under suspicion is present, at $-0.224$ eV/Å, and it is correct.

**The sum of the forces.** Overlaps depend on relative positions, so $\sum_I\partial_IO=0$. The shortcut is linear in $dO$, and its errors must therefore also sum to zero. In the example they are $-0.042$, $+0.077$ and $-0.035$ eV/Å on $A$, $B$ and $C$. A vanishing total force says nothing about this fault.

**The trace.** For $i=j$ the ratio $D_{ij}/dX_{ij}$ is 1, so $\operatorname{Tr}D=\operatorname{Tr}dX$; both are $-0.155$ Å⁻¹ here. More generally, $\operatorname{Tr}(WD)=\operatorname{Tr}(W\,dX)$ for any $W$ that commutes with $O$. Such a $W$ connects only equal eigenvalues, for which the ratio is 1. Commutation of $O$ and $dO$ is thus necessary for the matrix identity, but a particular force can be right without it. In this model the force error also vanishes at $n=\tfrac12$, where the factor $1-2n$ is zero.

**Orthonormality.** This check does find the fault. The projectors have Gram matrix $XOX=1$, whose derivative must vanish. If $D$ is used for the change of the coefficients, the apparent derivative is

$$D^TOX+X\,dO\,X+XOD .$$

In the eigenbasis $XO$ has diagonal elements $a_i$, so the last term is $-\tfrac12dO_{ij}/a_i^2$ and the first is $-\tfrac12dO_{ij}/a_j^2$. The middle term is $dO_{ij}/(a_ia_j)$. The sum is

$$-\frac12\left(\frac1{a_i}-\frac1{a_j}\right)^2dO_{ij},$$

which vanishes for all $i,j$ if and only if $O$ and $dO$ commute. In the example its $BC$ element, taken back to the atomic basis, is $-0.021$ Å⁻¹. With (1), the first and last terms add to

$$-\frac{dO_{ij}}{a_i+a_j}\left(\frac1{a_i}+\frac1{a_j}\right)=-\frac{dO_{ij}}{a_ia_j},$$

which cancels the middle term.

**The slope of the converged energy.** This is the direct test of a force. It can reveal this fault only if the chosen displacement does not make $O$ and $dO$ commute, and if the force error does not vanish for another reason, such as $n=\tfrac12$ here. The numerical check applies it to all three atoms of the chain.

In a calculation, the remedy is to transform $dO$ to the eigenbasis of $O$, multiply its elements by the factor in (1), and transform back. The eigenvectors needed are those from which $O^{-1/2}$ can itself be built.

## Computed results

```
positions A B C: 0.00000 1.40000 3.00000 A
well depths A B C: 18.00000 20.00000 20.00000 eV
U = 5.0 eV, orbital width 0.7 A, well width 0.6 A
hbar^2/2m = 3.80998 eV A^2; grid 96 points, step 0.2 A
overlaps AB BC AC: 0.36788 0.27087 0.01013 
eigenvalues of O: 0.54796 0.99032 1.46172 
dO/dR_B: AB BC AC: -0.52554 0.44223 0.00000 1/A
[O,dO]: AB BC AC: 0.00448 0.00533 0.30504 1/A
column A of O^(-1/2): 1.05930 -0.21124 0.03833 
column A of dX/dR_B, exact: -0.17949 0.32974 0.00381 1/A
column A of dX/dR_B, left: -0.20150 0.40089 -0.14722 1/A
column A of dX/dR_B, right: -0.20150 0.30046 0.16955 1/A
column A of dX/dR_B, symm: -0.20150 0.35067 0.01117 1/A
trace of dX/dR_B, exact and left: -0.15523 -0.15523 1/A
false Gram slope, left: AA BB CC: -0.01389 -0.00003 0.01392 1/A
false Gram slope, left: AB BC AC: 0.01497 -0.02051 0.00470 1/A
self-consistent energy = -35.402242 eV
occupation n per spin = 0.132764
|<phi_a|psi>| for A B C: 0.50810 0.92310 0.55137 
force on B, exact: well, dphi, dX: 0.79632 0.01936 -0.57613 eV/A
force on B, left: well, dphi, dX: 0.79632 0.01936 -0.49914 eV/A
Hubbard force on B, exact and left: -0.55677 -0.47978 eV/A
energy-difference forces A B C: 9.94426 0.23955 -10.18381 eV/A
total forces A B C, exact: 9.94426 0.23955 -10.18381 eV/A
total forces A B C, left: 9.90219 0.31654 -10.21873 eV/A
total forces A B C, right: 10.02337 0.09723 -10.12060 eV/A
total forces A B C, symm: 9.96278 0.20689 -10.16967 eV/A
force errors A B C, left: -0.04207 0.07700 -0.03492 eV/A
force errors A B C, right: 0.07911 -0.14232 0.06321 eV/A
force errors A B C, symm: 0.01852 -0.03266 0.01414 eV/A
leading-order error on B, left = 0.17294 eV/A
error on B / exact Hubbard force = -13.83 %
error on B = 123.361 pN
largest |sum of forces|, all rules = 8.7e-12 eV/A
dimer: n = 0.39107, dX force -0.22383 eV/A
dimer force on B, left and energy difference: -15.28598 -15.28598 eV/A
stretch 1.0: O_AB 0.3679, n 0.1328, F_B 0.2395, error 0.07700 eV/A
stretch 1.2: O_AB 0.2369, n 0.1128, F_B -0.2069, error 0.04503 eV/A
stretch 1.4: O_AB 0.1409, n 0.0746, F_B 0.2513, error 0.01797 eV/A
```
